# Energy Scaling of Nuclear Straggling for a Power-Law Cross Section

## The decision: one table entry or many

One way to calculate the transport of implanted ions is to advance each ion through thin layers. In each layer the calculation subtracts a mean energy loss and adds a random spread. The practical question is whether the spread, once known at one energy, can be rescaled to all the others, and by what power of the energy. Using a constant variance, or scaling the variance as the mean loss scales, is a decision about the second moment of the energy transfer,

\[
W(E)=\int T^2\,d\sigma ,
\]

where \(E\) is the ion energy and \(T\) the energy given to one target atom. For the power-law cross section with exponent \(m\), the answer will be \(W\propto E^{2-2m}\).

The collisions are elastic, classical and nonrelativistic, between an ion of mass \(M_1\) and an atom of mass \(M_2\) at rest. Electronic stopping and crystal order are left out. The deflection of the ion is also left out of the layer calculations, so the thickness \(x\) used there is the distance travelled along the ion's path, not the depth below the surface. The algebra is in atomic units; numerical energies are in eV and lengths in angstrom.

## Kinematics

Let the ion have speed \(v\), so \(E=M_1v^2/2\). In the centre-of-mass frame the target atom moves with speed \(v_c=M_1v/(M_1+M_2)\), and the collision turns its velocity through the angle \(\theta\) without changing its length. The velocity change has magnitude \(2v_c\sin(\theta/2)\). Since the atom was at rest in the laboratory, this is its final laboratory speed, and

\[
T=\tfrac12M_2\,4v_c^2\sin^2\frac\theta2=\gamma E\sin^2\frac\theta2,\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.
\]

The largest transfer, \(\gamma E\), grows with the ion energy. The energy of relative motion is \(E_c=EM_2/(M_1+M_2)\).

For impact parameter \(p\), conservation of angular momentum gives \(\dot\varphi=vp/r^2\), and conservation of energy gives \(|\dot r|=v\sqrt{1-V(r)/E_c-p^2/r^2}\). Dividing the two, setting \(u=1/r\), and counting the way in and the way out,

\[
\theta=\pi-2p\int_0^{u_{\max}}\frac{du}{\sqrt{1-V(1/u)/E_c-p^2u^2}},
\]

where the root vanishes at \(u_{\max}\), the point of closest approach.

## Simple case: bare Coulomb repulsion

Take \(V=A/r\), with \(A\) the product of the two nuclear charges, and write \(b=A/E_c\). Completing the square under the root,

\[
1-bu-p^2u^2=1+\frac{b^2}{4p^2}-\Big(pu+\frac{b}{2p}\Big)^2 .
\]

The integral is then an arcsine: \(p\int du/\sqrt{\cdots}=\pi/2-\arctan(b/2p)\). Hence \(\tan(\theta/2)=b/2p\), and

\[
T=\gamma E\,\frac{b^2}{b^2+4p^2},\qquad
p^2=\frac{b^2}{4}\Big(\frac{\gamma E}{T}-1\Big).
\]

The cross section for transfers between \(T\) and \(T+dT\) is the ring area \(\pi|d(p^2)|\). With \(\gamma Eb^2/4=(M_1/M_2)A^2/E\),

\[
d\sigma=\pi\frac{M_1}{M_2}A^2\,\frac{dT}{E\,T^2},\qquad 0<T\le\gamma E .
\]

The factor \(T^2\) in the second moment cancels the \(T^{-2}\), so the integral is just the length of the interval:

\[
W=\pi\frac{M_1}{M_2}\frac{A^2}{E}\,\gamma E=\pi\frac{M_1}{M_2}A^2\gamma .
\]

There is no energy dependence. Transfers of a given size become rarer as \(1/E\), but the range of transfers widens as \(E\), and the two effects cancel. This is the case \(m=1\), and \(2-2m=0\).

## Generalization: a steeper repulsion

Inside an atom the electrons screen the nucleus, and the repulsion falls faster than \(1/r\). Over a limited range of distances it can be represented by

\[
V(r)=\frac{A}{r^{s}},\qquad s=\frac1m\ge1 .
\]

For a distant collision the path is nearly straight, \(r^2=p^2+z^2\). The sideways force is \(sAp/r^{s+2}\), and the sideways momentum is its time integral with \(dt=dz/v\). Dividing by the relative momentum \(\mu v\), where \(\mu\) is the reduced mass and \(\mu v^2=2E_c\),

\[
\theta\simeq\frac{sA}{2E_c}\int_{-\infty}^{\infty}\frac{p\,dz}{(p^2+z^2)^{s/2+1}}
=\frac{sA}{2E_cp^s}\int_{-\pi/2}^{\pi/2}\cos^s\alpha\,d\alpha ,
\]

by the substitution \(z=p\tan\alpha\). The last integral is the beta function \(\sqrt\pi\,\Gamma(\frac{s+1}2)/\Gamma(\frac s2+1)\). Since \(\Gamma(\frac s2+1)=\frac s2\Gamma(\frac s2)\),

\[
\theta\simeq\frac{GA}{E_cp^s},\qquad G=\sqrt\pi\,\frac{\Gamma(\frac{s+1}2)}{\Gamma(\frac s2)} .
\]

Limit check: \(s=1\) gives \(G=1\) and \(\theta\simeq b/p\), the small-angle form of \(\tan(\theta/2)=b/2p\).

For small angles \(T\simeq\gamma E\theta^2/4\). Because \(\gamma E/(4E_c^2)=M_1/(M_2E)\),

\[
T\simeq\frac{M_1}{M_2}\frac{(GA)^2}{E\,p^{2s}}
\quad\Longrightarrow\quad
\pi p^2=\pi\Big(\frac{M_1}{M_2}\Big)^m(GA)^{2m}(ET)^{-m}.
\]

This is the area for transfers above \(T\). Minus its derivative with respect to \(T\) gives the power-law cross section,

\[
d\sigma=C\,E^{-m}T^{-1-m}dT,\qquad
C=\pi m\Big(\frac{M_1}{M_2}\Big)^m(GA)^{2m}.
\]

At \(m=1\) it reproduces the Coulomb result. For other \(m\) it is derived for small transfers; using it up to \(T=\gamma E\) is an extrapolation, examined below.

## The second moment

With \(C\) and \(m\) independent of energy,

\[
W=CE^{-m}\int_0^{\gamma E}T^{1-m}dT
=CE^{-m}\,\frac{(\gamma E)^{2-m}}{2-m},
\]

\[
\boxed{W(E)=\frac{C\,\gamma^{2-m}}{2-m}\,E^{2-2m}}\qquad(0<m\le1).
\]

The integral converges at \(T=0\) because \(m<2\). One factor \(E^{-m}\) comes from the cross section, and \(E^{2-m}\) comes from the upper limit. Keeping the upper limit fixed while changing \(E\) would give the wrong exponent.

The first moment, the stopping cross section, follows in the same way for \(m<1\):

\[
S=CE^{-m}\int_0^{\gamma E}T^{-m}dT=\frac{C\gamma^{1-m}}{1-m}E^{1-2m}.
\]

So \(W/S\propto E\): the variance must not be scaled like the mean loss. The two moments also weigh collisions differently. Transfers below a fraction \(f\) of the maximum supply a share \(f^{2-m}\) of \(W\) but \(f^{1-m}\) of \(S\). For \(m=1/2\) and \(f=0.1\) the shares are 3.2% and 32%. Straggling is governed by hard collisions, which is where the small-angle derivation is weakest.

## Does the exponent survive hard collisions?

For a pure power potential it does. Define the length \(\lambda=(A/E_c)^{m}\) and set \(p=\lambda q\), \(u=y/\lambda\). Then \(V/E_c=Au^s/E_c=y^s\), \(pu=qy\) and \(p\,du=q\,dy\), so the full deflection integral becomes

\[
\theta=\pi-2q\int_0^{y_{\max}}\frac{dy}{\sqrt{1-y^s-q^2y^2}} .
\]

Energy has disappeared: \(\theta\) depends on \(q\) alone. Therefore

\[
W=\int_0^\infty2\pi p\,T^2dp
=(\gamma E)^2\lambda^2\int_0^\infty2\pi q\sin^4\frac{\theta(q)}2\,dq .
\]

The last integral is a pure number for each \(s\). It converges because \(\theta\propto q^{-s}\) at large \(q\). Since \(\lambda^2\propto E^{-2m}\), again \(W\propto E^{2-2m}\), now without a small-angle step.

Numerical integration of the classical deflection, repeated at three energies, gives the exponents 0.0000, 1.0000 and 1.3333 for \(s=1,2,3\), as predicted. The prefactor is another matter. The ratio of the full \(W\) to the power-law \(W\) is 1.000, 1.021 and 1.400: the extrapolation is good at \(s=2\) and poor at \(s=3\).

The opposite limit, \(s\to\infty\), shows the same division. With \(V=U_0(r_0/r)^s\), the repulsion becomes a hard sphere of radius \(r_0\). Reflection at its surface gives \(p=r_0\cos(\theta/2)\), hence \(T=\gamma E(1-p^2/r_0^2)\). Equal areas give equal intervals of \(T\), so \(T\) is uniformly distributed and

\[
W=\pi r_0^2\,\frac{(\gamma E)^2}{3}.
\]

The exponent is 2, in agreement with \(m\to0\). The extrapolated coefficient, however, behaves as \(C\to\pi m r_0^2\to0\), and its \(W\) vanishes. The energy scaling can be trusted where the prefactor cannot.

## A screened potential: the exponent drifts

A real screened repulsion is not a single power. For \(V=(B/r)e^{-r/a}\) the local steepness is

\[
-\frac{d\ln V}{d\ln r}=1+\frac ra .
\]

Faster ions come closer, where the steepness approaches 1, so the effective \(m\) should rise toward 1 with energy. For \(B=6000\) eV angstrom, \(a=0.1\) angstrom and the masses of the example below, the full scattering calculation gives these local slopes \(d\ln W/d\ln E\):

| \(E\) (eV) | slope |
|---|---|
| \(10^3\) | 1.52 |
| \(10^5\) | 0.65 |
| \(10^7\) | 0.01 |

One table entry may thus be rescaled with a fixed \(m\) only over a window in which this slope is nearly constant. Over several decades of energy a single \(m\) is not enough, and \(W\) should be tabulated or calculated at each energy.

## From one collision to a layer

Let the layer have atomic density \(N\) and thickness \(x\), measured along the path of the ion, and let the collisions be independent at nearly constant \(E\). Divide the transfers into narrow classes \(T_j\) with cross sections \(\Delta\sigma_j\). The number \(n_j\) of collisions in a class is a Poisson variable, whose variance equals its mean \(Nx\,\Delta\sigma_j\). The total loss is \(\sum_jT_jn_j\), so its variance is

\[
\Omega^2=\sum_jT_j^2\,Nx\,\Delta\sigma_j\;\longrightarrow\;NxW(E).
\]

The total number of collisions diverges at small \(T\), but the sum can be cut off there and the cutoff removed at the end, because \(W\) converges. The standard deviation scales as \(\Omega\propto E^{1-m}\).

## Worked example with \(m=1/2\)

The parameters are round model values and represent no particular material: \(M_1=30\) u, \(M_2=70\) u, \(V=10000\) eV at 0.1 angstrom, \(s=2\), \(N=0.05\) per cubic angstrom, \(x=100\) angstrom. Then \(\gamma=4\cdot30\cdot70/100^2=0.84\), \(A=10000\cdot0.1^2=100\) eV angstrom², and \(G=\pi/2=1.5708\). The coefficients are

\[
C=\frac\pi2\sqrt{\frac{30}{70}}\,(1.5708\cdot100)=161.5\ \text{eV Å}^2,
\]
\[
S=\frac{161.5\,\sqrt{0.84}}{1/2}=296\ \text{eV Å}^2,\qquad
w\equiv\frac WE=\frac{161.5\cdot0.84^{3/2}}{3/2}=82.9\ \text{eV Å}^2 .
\]

At \(m=1/2\) the stopping cross section does not depend on energy, while \(W=wE\) is linear in it. The mean loss in the layer is \(NSx=0.05\cdot296.1\cdot100=1480\) eV at all three energies. At 50000 eV, \(W=4.15\times10^6\) eV² Å², or \(2.00\times10^4\) atomic units, and

\[
\Omega=\sqrt{0.05\cdot100\cdot4.1452\times10^6}=4553\ \text{eV}.
\]

| \(E\) (eV) | \(W\) (eV² Å²) | \(\Omega\), thin layer (eV) | \(\Omega\), simulated (eV) |
|---|---|---|---|
| 25000 | \(2.07\times10^6\) | 3219 | 3186 |
| 50000 | \(4.15\times10^6\) | 4553 | 4523 |
| 100000 | \(8.29\times10^6\) | 6438 | 6417 |

Each doubling of \(E\) doubles \(W\) and multiplies the thin-layer \(\Omega\) by \(\sqrt2\), although the mean loss stays the same. The simulation follows \(n=600000\) ions collision by collision with the power-law cross section and updates \(E\) after each collision; it does not deflect them, so every ion that keeps moving travels the same distance \(x\). It leaves out transfers below \(10^{-4}\) of the maximum, which carry 1% of \(S\) and a negligible share of \(W\), and it counts an ion as stopped below one thousandth of its entry energy.

The simulated \(\Omega\) has a sampling error. The standard error of the sampled variance is about \(\sqrt{\mu_4/n}\), where the fourth central moment of the loss is dominated by single hard collisions, \(\mu_4\simeq Nx\int T^4d\sigma=\frac37(\gamma E)^2\Omega^2\). Dividing by \(2\Omega\) gives an error \(\frac12\gamma E\sqrt{3/(7n)}\) in \(\Omega\), about 9, 18 and 35 eV for the three rows.

At 50000 eV the spread is about three times the mean loss, so the loss distribution is far from a narrow Gaussian. About 97% of \(W\) comes from transfers above a tenth of the maximum, that is above 4200 eV. Since the mean loss is 1480 eV, at most a fraction \(1480/4200\approx0.35\) of the ions can lose that much. A minority of the ions produces nearly all the variance. A transport calculation that draws losses from a Gaussian with the correct \(\Omega\) would still have the wrong shape here.

## How thin is thin?

The thin-layer law ignores that the ions slow down. At \(m=1/2\), the case treated here, this lowers the variance at a given path length. For \(m\) closer to 1 it can raise it, because \(S\) then grows as an ion slows, and ions that have already lost more energy go on to lose it faster. At 50000 and 100000 eV the shifts in the table are not clearly larger than the sampling error, so the effect is tested below in thicker layers. In a step \(dx\), a collision changes \(E\) by \(-T\) and \(E^2\) by \(-2ET+T^2\). Averaging over the ions,

\[
\frac{d\langle E\rangle}{dx}=-N\langle S\rangle,\qquad
\frac{d\langle E^2\rangle}{dx}=N\langle-2ES+W\rangle .
\]

At \(m=1/2\), \(S\) is constant for moving ions and zero for stopped ones. If \(P\) is the stopped fraction, \(\langle S\rangle=S(1-P)\). Stopped ions have \(E=0\), so \(\langle ES\rangle=S\langle E\rangle\) and \(\langle W\rangle=w\langle E\rangle\). With \(\Omega^2=\langle E^2\rangle-\langle E\rangle^2\),

\[
\frac{d\Omega^2}{dx}=N\langle E\rangle\big[-2S+w+2S(1-P)\big]=N\langle E\rangle\,(w-2SP).
\]

While \(P\) is negligible, \(\langle E\rangle=E_0-NSx\), where \(E_0\) is the entry energy. Integration gives

\[
\Omega^2=Nw\Big(E_0x-\frac{NSx^2}{2}\Big)=NxW(E_0)\Big(1-\frac{NSx}{2E_0}\Big).
\]

The relative correction to the variance is half the fractional mean loss. At 50000 eV and 100 angstrom the fractional loss is 3.0%, the variance falls by 1.5%, and \(\Omega\) becomes 4519 eV, against 4523 eV simulated; with a sampling error of about 18 eV, this is only a weak test. At 300 angstrom the predicted ratio to the thin-layer variance is 0.956 and the simulated one 0.958.

At 1000 angstrom the formula without stopped ions gives 0.852, but the simulation gives 0.830. By then 2.1% of the ions have stopped. Their effect is magnified because \(2S/w=2\cdot296.1/82.9\approx7\). Integrating the full balance, with \(\langle E\rangle\) and \(P\) taken from the simulation, gives 0.828. This checks the balance equation; it is not an independent prediction of \(P\).

These numbers hold at fixed path length, not for a slab of fixed thickness. The laboratory deflection obeys \(\tan\psi=\sin\theta/(\cos\theta+M_1/M_2)\). For the masses used here a transfer of a tenth of the maximum turns the ion by \(26^\circ\), and transfers above about 0.71 of the maximum turn it backward. The ions that carry the variance are therefore the ones whose path in a slab is lengthened or that leave through the entrance face. With deflection included, the variance over all ions at 50000 eV is about 1.16, 1.4 and 1.46 times the thin-layer value for slabs of 100, 300 and 1000 angstrom, and about 16% of the ions stop in the thickest slab. For an ion lighter than the target atom, as here, this effect outweighs the slowing-down correction and has the opposite sign.

For the decision at the start, a calculation of the elastic loss with \(m=1/2\) should therefore apply \(NxW(E)\) in steps whose mean loss is a small fraction of the current energy, and re-evaluate \(W\propto E\) for each ion after each step. This gives the right variance only while few ions stop, and only as a function of path length; converting it to depth requires following the deflections, which are correlated with the large losses. The mean and variance of a step do not determine how many ions stop, because that also depends on the rare hard collisions. When stopped ions matter, the individual transfers should be sampled from \(d\sigma\), as in the simulation. The remaining computed values are in the numerical output below.

## Calculated quantities

```
ion mass M1 = 30 u, target mass M2 = 70 u
potential U0 = 10000 eV at r0 = 0.1 angstrom
example exponents: s = 2, m = 0.5
density = 0.05 angstrom^-3
layer thickness = 100 angstrom
gamma = 0.8400
impulse factor G (s=2) = 1.5708
A = U0 r0^2 = 100.0 eV angstrom^2
C = 161.53 eV angstrom^2
S = 296.09 eV angstrom^2 (same at all E)
w = W/E = 82.905 eV angstrom^2
mean loss in layer = 1480.4 eV
E = 25000 eV: largest T = 21000 eV
  W = 2.0726e+06 eV^2 angstrom^2
  Omega thin-layer law = 3219 eV
  Omega with depth term = 3171 eV
  Omega simulated = 3186 eV
E = 50000 eV: largest T = 42000 eV
  W = 4.1452e+06 eV^2 angstrom^2
  Omega thin-layer law = 4553 eV
  Omega with depth term = 4519 eV
  Omega simulated = 4523 eV
E = 100000 eV: largest T = 84000 eV
  W = 8.2905e+06 eV^2 angstrom^2
  Omega thin-layer law = 6438 eV
  Omega with depth term = 6414 eV
  Omega simulated = 6417 eV
W at 50000 eV = 1.9992e+04 a.u.
mean loss / E at 50000 eV = 0.0296
share of W from lowest tenth of T = 0.0316
share of S from lowest tenth of T = 0.3162
s = 1: 2-2m = 0.0000, exact scattering slope = 0.0000
  W exact / W power law = 1.0000
s = 2: 2-2m = 1.0000, exact scattering slope = 1.0000
  W exact / W power law = 1.0212
s = 3: 2-2m = 1.3333, exact scattering slope = 1.3333
  W exact / W power law = 1.3997
screened Coulomb: strength = 6000 eV angstrom
  screening length = 0.1 angstrom
  local slope of W at 1e+03 eV = 1.521
  local slope of W at 1e+05 eV = 0.654
  local slope of W at 1e+07 eV = 0.010
medium layer = 300 angstrom, E = 50000 eV
  stopped fraction = 0.000182
  variance / thin law, with depth term = 0.9556
  variance / thin law, simulated = 0.9579
thick layer = 1000 angstrom, E = 50000 eV
  stopped fraction = 0.02084
  mean loss N S x = 14804 eV
  mean loss with stopped ions = 14736 eV
  mean loss simulated = 14613 eV
  variance / thin law, no stopped ions = 0.8520
  variance / thin law, with stopped ions = 0.8284
  variance / thin law, simulated = 0.8300
```
